Adjoint Sensitivities of Steady Plasma Density to All Rate Coefficients

An inductively coupled etch source runs at 10 mTorr with 500 W absorbed in the gas. A global model predicts its electron density from a list of collision and wall-loss coefficients, each known perhaps to 20 %. Before anyone refines a cross section, the question is which coefficients the density depends on, and how strongly.

Two quick answers fail. The first ranks processes by how often they happen. In the example below there are about 960 elastic collisions for each ion lost to the wall, yet a 1 % change of the elastic coefficient moves the density by 0.003 %. The second raises one coefficient while holding the electron temperature fixed. That leaves three densities to satisfy four balances, of electrons, two excited species and energy, which they cannot do in general. The temperature has to respond, and its response is part of the answer.

Changing each coefficient in turn and solving the whole model again is sound. But it costs two nonlinear solutions per coefficient if central differences are used, and it needs a step large enough to rise above solver error and small enough to remain linear. The scheme below removes both defects. It needs a definite model first.

**The balances**

Take a model atomic gas of mass M = 40 u, with ground state g, metastable level m at 12 eV, radiating level r at 13 eV, and ion i at 16 eV. The statistical weights of g, m and r are 1, 5 and 3. Ions are singly charged and n_i = n_e. All temperatures T are in eV; q is the elementary charge, m_e the electron mass and Ω the plasma volume. The total heavy-particle density N is held fixed, so

n_g = N − n_e − n_m − n_r.

The unknowns are logarithms, which keep densities and temperature positive:

x = (ln n_e, ln n_m, ln n_r, ln T).

For an inelastic collision with threshold ε, choose the cross section σ(E) = σ0(1 − ε/E) above threshold. With a Maxwellian electron distribution,

k = σ0 (2/√π) √(2q/m_e) T^(−3/2) ∫_ε^∞ (E − ε) exp(−E/T) dE.

Here one factor √E came from the speed and one from the distribution; their product E turned 1 − ε/E into E − ε. Substituting E = ε + y gives T² exp(−ε/T) for the integral. Hence

k = σ0 √(8qT/πm_e) exp(−ε/T),
d ln k/d ln T = 1/2 + ε/T.

Microscopic reversibility fixes the reverse collision, in which an electron of energy E gains ε:

g_up E σ_rev(E) = g_low (E + ε) σ(E + ε) = g_low σ0 E.

Thus σ_rev = (g_low/g_up) σ0 is constant, and its rate follows from the same formula with ε = 0.

The fourteen processes are direct ionization; excitation of m and r from g; ionization of m and r; transfer between m and r in both directions; superelastic return of m and r to g; elastic collisions; photon escape from r; pooling m + m → i + g + e; and wall loss of ions and of metastables. Their σ0 and k values stand in the numerical output. Photon escape is an effective frequency of 3×10⁵ s⁻¹, which stands for repeated reabsorption.

Ions reach the sheath at the Bohm speed √(qT/M). At a floating wall their flux equals that of the electrons able to cross a sheath of voltage V_s:

√(qT/M) = (1/4) √(8qT/πm_e) exp(−V_s/T).

Solving for the exponential gives exp(V_s/T) = √(M/2πm_e), so V_s = (T/2) ln(M/2πm_e). A lost electron brings 2T of kinetic energy to the wall, the mean over a Maxwellian flux. The ion arrives with V_s from the sheath and T/2 from the presheath, both supplied by the electrons. Ions that collide on the way also pass energy to the gas. This further electron work, of order T per ion at this pressure, is left out; including it would lower n_e by a few per cent. The electron energy counted with each pair is therefore

cT = T[5/2 + (1/2) ln(M/2πm_e)] = 7.18 T.

In an elastic collision with an atom at rest, isotropic scattering takes on average 2(m_e/M)E from the electron. For a constant cross section, collisions sample electrons in proportion to speed, and their mean energy is 2T. The loss would be 4(m_e/M)T. Gas motion adds a term linear in the gas temperature T_g at leading order in m_e/M, and the exchange must vanish when T = T_g. The loss is therefore 4(m_e/M)(T − T_g).

Two transport closures complete the model. The ion-loss frequency is ν_w = √(qT/M) A_eff/Ω, with

A_eff = 2πR² h_L + 2πRL h_R,
h_L = 0.86/√(3 + L/2ℓ), h_R = 0.80/√(4 + R/ℓ).

Here R = 15 cm, L = 10 cm, and ℓ = 1/(Nσ_i) with σ_i = 10⁻¹⁴ cm². The h factors are the usual heuristic ratios of edge to centre density. The model applies them to a single density taken to fill Ω. Across a collisional slab with this L/ℓ the mean density is about 0.86 of the central one, so referring the loss to the mean would raise ν_w, and lower n_e, by roughly one sixth. Metastables first diffuse to the wall and then cross to it at finite speed, so the two delays add:

1/ν_m = 1/{D[(π/L)² + (2.405/R)²]} + 2Ω/(A v_g).

A is the full wall area, v_g the mean thermal speed of the atoms, and D = v_g/(3Nσ_n) with σ_n = 8×10⁻¹⁵ cm². These closures set the base state; the sensitivity algebra does not depend on their form.

Let R_j be the number of events of process j per volume and time. Let column W_j list the electrons, m atoms and r atoms made per event, then the electron energy gained. Some columns are

direct ionization: (1, 0, 0, −16 eV),
excitation of m: (0, 1, 0, −12 eV),
ionization of m: (1, −1, 0, −4 eV),
pooling: (1, −2, 0, +8 eV),
ion wall loss: (−1, 0, 0, −cT).

The steady state satisfies

F(x) = W R + (0, 0, 0, P/qΩ) = 0,

where P is the absorbed power.

**From repeated solutions to one solve**

Near a steady state the repeated nonlinear solutions can be replaced by a derivative. Multiply the whole function k_j(T) by exp(s_j), so that s_j = 0 is the original model. The solution x(s) keeps F(x(s), s) = 0. The explicit dependence on s_j is simple because R_j is proportional to k_j:

∂F/∂s_j = W_j R_j.

With J = ∂F/∂x, differentiating the balance gives

J dx/ds_j = −W_j R_j.

This removes the finite step, but still asks for fourteen solutions of a linear system. Each yields four responses, of which the density question uses one. Let u = (1, 0, 0, 0) select ln n_e. Then

S_j = d ln n_e/d ln k_j = u·dx/ds_j = −uᵀJ⁻¹W_j R_j.

The row uᵀJ⁻¹ is the same for every j. Call it λᵀ. Multiplying λᵀ = uᵀJ⁻¹ by J from the right and transposing gives

Jᵀλ = u,
S_j = −R_j λᵀW_j.

One adjoint solve supplies λ, and each coefficient then costs a scalar product. A second output, such as ln T, needs a second λ. Solving forward with fourteen right-hand sides and one factorization of J would give the same numbers. For four unknowns either cost is negligible; the adjoint form pays when coefficients far outnumber outputs.

The Jacobian needs no differencing. Let G_jα = ∂ln R_j/∂x_α. If process j contains ground atoms to power a_j and species s to power b_js, then

G_js = b_js − a_j n_s/n_g,

because raising n_s at fixed N removes ground atoms. The temperature column of G is d ln k_j/d ln T. The product rule gives

J = W diag(R) G + (∂W/∂x)R.

The last term has one nonzero entry, in the energy row and temperature column:

−4(m_e/M)T R_elastic − cT R_wall.

Newton's method uses this same J to find the steady state. Its step is −J⁻¹F, shortened when any logarithm would change by more than 0.5.

**What λ means**

Add a small source z_i to balance i. Linearization gives J dx + z = 0, so d ln n_e = −λᵀz. Thus −λ_i is the worth of one extra particle, or of one extra eV, supplied per volume and time. A sensitivity is the event rate times the worth of everything the event makes, less the worth of what it consumes. This is why frequency alone ranks badly.

Power is such a source. Since dP = P d ln P,

S_P = d ln n_e/d ln P = −λ_4 P/(qΩ).

A scaling argument ties the sensitivities together. Multiply all k_j and P by the same factor at fixed x. W is unchanged and every term of F acquires that factor, so the steady state remains where it was. Therefore

Σ_j S_j + S_P = 0.

Inserting the adjoint formula gives −λᵀWR − λ_4P/(qΩ) = −λᵀF = 0, whatever λ may be. The rule evaluated within the adjoint calculation thus says nothing about whether λ is right. It becomes a test when S_P comes from separate nonlinear solutions.

**A limit that can be solved by hand**

Suppose that r radiates at once, metastables are absent, elastic loss is negligible and n_e ≪ N. The subscripts 1 and 3 denote direct ionization and excitation of r. The balances become

k_1 N = ν_w,
P = qΩ n_e ν_w E_T,
E_T = ε_1 + cT + (k_3/k_1)ε_3.

The first equation fixes T without n_e. Its two sides have logarithmic temperature slopes 1/2 + ε_1/T and 1/2. A change d ln k_1 must therefore be offset by

d ln T/d ln k_1 = −T/ε_1.

Easier ionization lowers the temperature. At fixed power, ln n_e = constant − ln ν_w − ln E_T. The first part contributes +T/(2ε_1), through the Bohm speed. For the second, differentiate E_T:

dE_T/d ln k_1 = cT(−T/ε_1) + (k_3/k_1)ε_3[((ε_3 − ε_1)/T)(−T/ε_1) − 1]
= −[cT² + (k_3/k_1)ε_3²]/ε_1.

It follows that

S_1 = T/(2ε_1) + [cT² + (k_3/k_1)ε_3²]/(ε_1E_T) > 0.

The other two follow in the same way. Raising k_3 leaves T unchanged and raises E_T by its radiative part. Raising the wall coefficient gives d ln T = +T/ε_1:

S_3 = −(k_3/k_1)ε_3/E_T,
S_w = −1 − T/(2ε_1) − [cT² + (k_3/k_1)ε_3(ε_3 − ε_1)]/(ε_1E_T).

In the sum the T/(2ε_1) and cT² terms cancel. The radiative terms, in units of (k_3/k_1)ε_3/E_T, are ε_3/ε_1 − 1 − (ε_3 − ε_1)/ε_1 = 0. The sum is −1, matching S_P = 1.

In the full example direct ionization supplies only 0.782 of the ion loss at T = 2.71 eV. The limit needs all of it, so 16(1/2.707 − 1/T) = ln(1/0.782) and T = 2.82 eV. There k_3/k_1 = 0.5 exp(3/T) = 1.45 and E_T = 16 + 20.3 + 18.8 = 55.1 eV. The formulas give S_1 = 0.43, S_3 = −0.34 and S_w = −1.09. The full model gives 0.34, −0.23 and −1.19. The signs and order survive, but slow photon escape and the metastables, acting together, matter at the level of 0.1.

**Reading the example**

At a gas temperature of 600 K the full model gives n_e = 4.6×10¹¹ cm⁻³ = 4.6×10¹⁷ m⁻³ and T = 2.71 eV. Per ion lost, direct ionization supplies 0.782 ions, ionization of m 0.146, ionization of r 0.071 and pooling 0.001. They sum to one. The power leaving is 338.4 W with ions, 158.0 W as photons, 2.2 W with metastables and 1.3 W by elastic collisions, or 500 W within rounding.

Each ion removes 16 + 19.43 = 35.43 eV, counting its ionization energy. The total power per lost pair is therefore

E_T = 35.43 × 500/338.4 = 52.35 eV.

Express the worths as percentage changes of n_e for a source equal to 1 % of the ion loss. They are 0.776 for pairs, 0.152 for m and 0.086 for r. Since S_P = 1.111, one eV per lost pair is worth 1.111/52.35 = 0.02122. Four sensitivities can now be rebuilt:

direct ionization: 0.7816 × (0.776 − 16×0.02122) = +0.34,
excitation of m: 0.3426 × (0.152 − 12×0.02122) = −0.035,
excitation of r: 1.1838 × (0.086 − 13×0.02122) = −0.225,
ion wall loss: −0.776 − 19.43×0.02122 = −1.19.

Metastables help ionization, yet making more of them lowers the density here: the energy spent is worth more than the atom obtained. Once the atom exists, ionizing it has a positive value, +0.079. Elastic collisions are frequent but carry 1.34 W of 500 W, so their sensitivity is −1.111 × 1.34/500 = −0.003.

The power response exceeds the value 1 of the simple limit. By the sum rule for temperature, d ln T/d ln P is minus the sum of the fourteen temperature sensitivities, or −0.028. The Bohm speed then contributes 0.014 to the excess of 0.111. The remaining 0.097 is a fall in E_T. The wall cost accounts for 19.43×0.028/52.35 = 0.010 of this, and the other 0.087 is energy leaving by channels other than ions, which is nearly all radiation. Two effects of about equal size lower the photons per lost ion. At higher density, excited atoms are more often used by electrons before they radiate. And the lower temperature that stepwise ionization allows reduces the excitations per lost ion, whose logarithmic temperature slope is ε/T, between 4.4 and 4.8.

Forward and reverse coefficients were varied separately, which is useful bookkeeping but breaks detailed balance. An error in their common cross section moves both, so their sensitivities add. For m–r transfer, −0.078 and +0.063 combine to −0.015. Treating them as independent would overstate the uncertainty from that cross section.

**Validation and range of linearity**

The nonlinear comparison solves the model again with each coefficient multiplied by exp(±h). For a smooth branch,

[ln n_e(h) − ln n_e(−h)]/(2h) = S_j + O(h²),

since even terms cancel. At h = 0.001 the largest absolute difference from the adjoint value among all fourteen is 1.2×10⁻⁸ for density and 2.3×10⁻⁹ for temperature. From h = 0.04 to 0.02 the norm of the differences from the adjoint density sensitivities falls by a factor of 4.000, as the h² law requires. Starting from the known steady state, these 28 nonlinear solutions at h = 0.001 took 76 linear solves; the adjoint took one. The separately solved power response is also 1.111070, and with it the sum rule closes to 3×10⁻⁹.

These tests establish the derivative of the model, not the truth of its coefficients. Nor do they make the derivative global. Doubling the direct-ionization coefficient raises n_e by 24.5 %, while the power law 2^S_1 predicts 26.6 %. At a fold, where two steady branches meet, det J = 0 and λ in general has no finite value. Close to one, the linear range shrinks and a finite change may leave the branch altogether.

For independent errors in ln k with standard deviations δ_p, the linear variance is Σ_p S_p²δ_p², with detailed-balance partners merged. Taking δ_p = 0.20 for the eleven resulting groups predicts a spread of 0.253 in ln n_e. A sample of 1500 nonlinear solutions with normally distributed errors gives 0.254, with a sampling error of about 0.253/√3000 = 0.005. Ion wall loss alone contributes (1.188×0.20/0.253)² = 88 % of the variance. Under this assumption of equal uncertainties, effort should go first to ion transport and the effective wall area. The share depends on where the 20 % is placed: ν_w varies here only as σ_i^(−0.38), so 20 % on σ_i instead of ν_w would give about half of a smaller variance.

**Setting the model beside a reactor**

Inductive sources at several mTorr and several hundred watts have, roughly, densities of 10¹¹ to 10¹² cm⁻³ and electron temperatures of a few eV, so the example lies in the right regime. Its round cross sections describe no particular gas. The Maxwellian distribution is a further assumption, since inelastic collisions can deplete the fast electrons. Replacing it by a Druyvesteyn distribution in the collision rates, with wall terms and power unchanged, lowers n_e by 37 % and raises T, now two thirds of the mean energy, to 4.04 eV. This is one alternative shape, not a bound. No individual sensitivity moves by more than 0.08, so ion wall loss keeps the first place by a wide margin.

The electron pressure is 15 % of the gas pressure. If the total pressure is held fixed and the electrons displace neutrals, n_e falls by 7.9 %. Heating the gas by 100 K at fixed pressure and power also lowers it by 7.9 %. The agreement is an accident of choosing 100 K: this heating multiplies N by 600/700 = 0.857, and the electron pressure of the depleted state happens to leave nearly the same fraction. Three-body recombination, with a rough coefficient, is of order 10⁻⁹ of the wall loss.

The 500 W is absorbed power. If 20 % of a 500 W generator output were lost in the coil and matching network, the local power law would give a factor 0.8^1.11 = 0.78 in density. Etch gases are often molecular and form negative ions, which breaks n_i = n_e and adds energy losses; that effect, like multiply charged ions, spatial profiles and the dependence of photon escape on density, is not sized here. Such processes can be added as new columns of W and, where needed, new unknowns. The adjoint formula keeps its form as long as each added rate is proportional to its coefficient and J remains nonsingular. The full set of rates and sensitivities is in the numerical output.

Computed values

```
Pressure 10.0 mTorr; gas 600 K; power 500 W
Radius 15 cm; height 10 cm; mass 40 u
Levels m, r, ion: 12, 13, 16 eV; weights g,m,r 1,5,3
Ion / neutral collision cross sections: 1.0e-14 / 8.0e-15 cm2
Heavy-particle density: 1.6094e+14 cm^-3
Electron density: 4.5930e+11 cm^-3 = 4.5930e+17 m^-3
Metastable / radiating density: 1.069e+11 / 3.578e+10 cm^-3
Electron temperature: 2.7069 eV
Wall kinetic cost per pair: 7.180 Te = 19.43 eV
Power out: ions 338.4, m wall 2.21, photons 158.0, elastic 1.34 W
Process: s0 (1e-16 cm2), k (cm3/s; 1/s for last-type losses), events / ion loss
e+g->i+2e      3.00  8.951e-11 cm3/s     0.7816
e+g->m+e       0.30  3.923e-11 cm3/s     0.3426
e+g->r+e       1.50  1.356e-10 cm3/s     1.1838
e+m->i+2e     10.00  2.512e-08 cm3/s     0.1462
e+r->i+2e     10.00  3.635e-08 cm3/s     0.0708
e+m->r+e      20.00  1.522e-07 cm3/s     0.8858
e+r->m+e      33.33  3.670e-07 cm3/s     0.7152
e+m->g+e       0.06  6.606e-10 cm3/s     0.0038
e+r->g+e       0.50  5.505e-09 cm3/s     0.0107
elastic e+g   10.00  1.101e-07 cm3/s   961.5094
r->g+photon       -  3.000e+05 1/s       1.2728
m+m->i+g+e        -  1.000e-09 cm3/s     0.0014
ion to wall       -  1.836e+04 1/s       1.0000
m to wall         -  1.521e+03 1/s       0.0193
Sensitivity: ln ne adjoint, ln ne differences, ln Te adjoint
e+g->i+2e     +0.340836  +0.340836  -0.140847
e+g->m+e      -0.035017  -0.035017  -0.012836
e+g->r+e      -0.225033  -0.225033  -0.017561
e+m->i+2e     +0.078698  +0.078698  -0.020868
e+r->i+2e     +0.044351  +0.044351  -0.011713
e+m->r+e      -0.077835  -0.077835  +0.020049
e+r->m+e      +0.062848  +0.062848  -0.016189
e+m->g+e      +0.000393  +0.000393  +0.000144
e+r->g+e      +0.002039  +0.002039  +0.000159
elastic e+g   -0.002972  -0.002972  +0.000075
r->g+photon   -0.109222  -0.109222  +0.027705
m+m->i+g+e    +0.000867  +0.000867  -0.000143
ion to wall   -1.188087  -1.188087  +0.199097
m to wall     -0.002939  -0.002939  +0.000846
Power sensitivity of ne: adjoint 1.111070, differences 1.111070
Sum of 14 sensitivities: -1.111070; plus power: 2.9e-09
Max difference error, h=0.001: ne 1.2e-08, Te 2.3e-09
Error norm h=0.04, 0.02: 2.98e-05, 7.46e-06; ratio 4.000
Linear solves: adjoint 1, central differences 76
ne change for source of 1% of ion loss, as pairs, m, r: +0.776, +0.152, +0.086 %
Shared cross sections g-m, g-r, m-r: -0.03462, -0.22299, -0.01499
Spread of ln ne for 0.20 input spread: linear 0.2529, sampled 0.2538
Direct ionization x2: ne linear +26.65 %, nonlinear +24.54 %
Electron pressure / gas pressure: 0.1494
Neutral depletion: ne -7.90 %, Te 2.814 eV, max dS 0.007
Druyvesteyn rates: ne -37.28 %, Te 4.044 eV, max dS 0.079
Gas 100 K hotter: ne -7.92 %, Te 2.814 eV
Three-body recombination / ion wall loss: 1.3e-09 (rough)
```
